Marshall Signs and Lieb-Mattis Ordering in Bipartite Spin Systems

Q: Take an antiferromagnet whose sites split into two sublattices, A and B. The classical picture has A up and B down, so the net spin is the difference of the two sublattice spins. But that state is not an eigenstate of the Heisenberg Hamiltonian. Why should the quantum ground state have the same total spin?

A: The classical state cannot prove it, but the signs of the quantum amplitudes can. First the setting. There are finitely many sites with spin lengths sᵢ ≥ 1/2, which may differ, and ħ = 1. The Hamiltonian is

H = Σ_{i<j} Jᵢⱼ Sᵢ·Sⱼ.

Both sublattices are nonempty. I assume Jᵢⱼ ≥ 0 when i and j lie on different sublattices, and Jᵢⱼ ≤ 0 when they lie on the same one. I also assume that the graph formed by the nonzero couplings is connected. Define

S_A = Σ_{i∈A} sᵢ, S_B = Σ_{i∈B} sᵢ, S* = |S_A − S_B|.

The total Sᶻ commutes with H, so I work at a fixed eigenvalue M. The basis states are products |m₁, m₂, …⟩ with Σmᵢ = M.

Q: "Bipartite" usually just means that the bonds join A to B. Why do you speak of signs and connectedness?

A: Bonds inside a sublattice are harmless if they are ferromagnetic, so I allow them. The sign conditions and connectedness cannot be dropped from the general statement, and each will get a counterexample once it has been used.

Q: Then where do the signs of the amplitudes come from?

A: From the part of H that changes the configuration. With S⁺ = Sˣ + iSʸ and S⁻ = Sˣ − iSʸ,

Sᵢ·Sⱼ = SᵢᶻSⱼᶻ + ½(Sᵢ⁺Sⱼ⁻ + Sᵢ⁻Sⱼ⁺).

The first term is diagonal. The others move one unit of m between i and j. In the standard basis

S⁺|m⟩ = √[(s − m)(s + m + 1)] |m+1⟩,

so the ladder elements are nonnegative. Two different configurations a and b can be linked by one bond at most, the one joining the two sites where they differ. Therefore

H_ab = ½ Jᵢⱼ r_ab, with r_ab ≥ 0.

For an antiferromagnetic bond this is positive, and the energy is lowered when the two amplitudes have opposite signs. Attach to each configuration the sign

η = (−1)^{Σ_{i∈A}(sᵢ − mᵢ)}.

The exponent is an integer. Moving a unit between A and B changes it by one and reverses η. Moving a unit within A or within B leaves η alone. In the basis η_a|a⟩ the matrix is K_ab = η_a η_b H_ab, so

between sublattices: K_ab = −½ Jᵢⱼ r_ab ≤ 0,
within a sublattice: K_ab = +½ Jᵢⱼ r_ab ≤ 0.

Both are −½|Jᵢⱼ| r_ab. No off-diagonal element of K is positive.

Q: That suggests positive amplitudes, but a sector could break into pieces that H never connects. A site might already be at its maximum m and block the way.

A: Count units by nᵢ = sᵢ + mᵢ, with 0 ≤ nᵢ ≤ 2sᵢ. A hop along a bond is possible when its starting site is nonempty and its end site is not full. I claim that a unit can be carried along any path v₀, v₁, …, v_k without repeated sites if v₀ is nonempty and v_k is not full, with no net change in between.

For k = 1 this is a single hop. Suppose it holds for k − 1 bonds.

If v₁ is not full, hop from v₀ to v₁. Now v₁ is nonempty, and the shorter path carries a unit from v₁ to v_k.

If v₁ is full, it is nonempty. First carry a unit from v₁ to v_k along the shorter path, then hop from v₀ into the vacancy.

In both cases v₁ ends with its original occupation, which proves the claim. Now take two different configurations n and n′ with the same M. Their totals agree, so some site has n > n′ and is nonempty, and another has n < n′ and is not full. The graph is connected, so a path joins them. Carrying a unit along it lowers Σ|nᵢ − nᵢ′| by 2. Repetition turns n into n′, so each sector is linked throughout.

Q: This looks like a case for the Perron-Frobenius theorem. I would like to see the argument.

A: It is short for a real symmetric matrix. Let ψ be a real normalized eigenvector of K with the lowest eigenvalue E. Replace each component by its absolute value. The norm and the diagonal terms are unchanged, and since K_ab ≤ 0 for a ≠ b,

K_ab |ψ_a||ψ_b| ≤ K_ab ψ_a ψ_b.

Summing gives ⟨|ψ|, K|ψ|⟩ ≤ ⟨ψ, Kψ⟩ = E. No normalized vector can go below E, so equality holds and |ψ| is also a ground vector.

Suppose |ψ_a| = 0 for some a. Row a of the eigenvalue equation then reads

Σ_{b≠a} K_ab |ψ_b| = 0.

Every term is nonpositive, so every term vanishes, and |ψ_b| = 0 for each b linked to a. The zero spreads through the whole sector and makes ψ = 0, a contradiction. So no component vanishes.

Equality of the energies also requires, term by term,

K_ab (ψ_a ψ_b − |ψ_a||ψ_b|) = 0.

Linked components therefore have the same sign, and by linkage all of them do. If the level were degenerate, it would contain two orthogonal real vectors. Each would have components of one sign and no zeros, so their scalar product could not vanish. The ground state of the sector is therefore unique, and

|Ψ_M⟩ = Σ_a η_a φ_a |a⟩, with every φ_a > 0.

This is the Marshall sign rule.

Q: Does this sign pattern have a physical meaning, or is it a choice of basis?

A: The phase of each basis vector is a convention, but the pattern fixes the signs of correlations. For i ≠ j,

⟨Sᵢ⁺Sⱼ⁻⟩ = Σ_{a,b} η_a η_b φ_a φ_b ⟨a|Sᵢ⁺Sⱼ⁻|b⟩.

The matrix elements are nonnegative, and η_a η_b is −1 for sites on different sublattices and +1 for sites on the same one. So this transverse correlation is ≤ 0 between sublattices and ≥ 0 within one, at every distance. If the ground state is a singlet, rotational invariance makes the x, y and z correlations equal, and

⟨Sᵢ·Sⱼ⟩ = (3/2)⟨SᵢˣSⱼˣ + SᵢʸSⱼʸ⟩ = (3/2)⟨Sᵢ⁺Sⱼ⁻⟩.

The last step uses the fact that the amplitudes are real, so that ⟨Sᵢ⁺Sⱼ⁻⟩ = ⟨Sᵢ⁻Sⱼ⁺⟩. The correlation alternates in sign like the classical pattern. Its size is not determined, so this is not a proof of long-range order.

Q: You have signs, but still no total spin. How do you get S from positive numbers you do not know?

A: By comparison with a model that can be solved. The total spin operator S² commutes with H and Sᶻ. Acting on the unique state Ψ_M, it gives a state in the same sector with the same energy, hence a multiple of Ψ_M. So Ψ_M has a definite total spin.

Now let T_A and T_B be the vector sums of the spins on A and B, and take

H₀ = T_A·T_B.

Here every A site is coupled to every B site with strength 1. The graph is connected and the signs are right, so H₀ obeys the same theorem with the same η. Its ground state in sector M has amplitudes η_a φ⁰_a with φ⁰_a > 0. The overlap is

⟨Ψ⁰_M|Ψ_M⟩ = Σ_a φ⁰_a φ_a > 0,

because η_a² = 1. States with different total spin are orthogonal, so the two ground states have the same total spin. It is enough to find it for H₀.

Q: Then solve H₀, including total spins below S*. There the two sublattices cannot both have their full spin.

A: Let a and b now denote the spin quantum numbers of T_A and T_B. From S² = T_A² + T_B² + 2T_A·T_B,

E₀ = ½[S(S+1) − a(a+1) − b(b+1)],

with a ≤ S_A, b ≤ S_B and |a − b| ≤ S ≤ a + b.

For S ≥ S*, the values a = S_A and b = S_B are allowed and give the lowest energy:

e₀(S) = ½[S(S+1) − S_A(S_A+1) − S_B(S_B+1)],
e₀(S+1) − e₀(S) = ½(S+1)[(S+2) − S] = S + 1 > 0.

For S < S*, call the larger sublattice spin L and the smaller one l, so that S* = L − l. The quantum number on the smaller side is at most l, and the triangle rule then limits the one on the larger side to l + S. Hence

e₀(S) ≥ ½[S(S+1) − (l+S)(l+S+1) − l(l+1)].

Since (l+S)(l+S+1) = l² + 2lS + S² + l + S, the bracket is −2l² − 2lS − 2l, and

e₀(S) ≥ −l(l + S + 1).

At S = S* the full spins are allowed:

e₀(S*) = ½[(L−l)(L−l+1) − L(L+1) − l(l+1)]
= ½[−2Ll − 2l]
= −l(L + 1).

The difference is

e₀(S) − e₀(S*) ≥ l(L − l − S) = l(S* − S) > 0.

So e₀ is smallest at S* and rises above it. For S_A = 5/2 and S_B = 1, built from spins 1/2, diagonalization gives −2.5, −3.5, −1.0 and 2.5 for S = 1/2, 3/2, 5/2 and 7/2. The minimum is at S* = 3/2.

A sector M contains the multiplets with S ≥ |M|. The lowest of them has

S = max(|M|, S*),

and by the overlap argument this is the spin of Ψ_M for the original H as well.

Q: That gives one spin per sector. How does it order the energies of different spins?

A: Let E(S) be the lowest energy of H among states of total spin S, for the values of S that occur. Every multiplet of spin S has one member in each sector with |M| ≤ S.

Take S ≥ S*, with S + 1 still allowed. In the sector M = S, the unique ground state has spin S and therefore energy E(S). A multiplet of spin S + 1 also has a member there, and it is not the ground state. Hence

E(S+1) > E(S) for S ≥ S*.

Take S < S*. In the sector M = S, the unique ground state has spin S*. Any state of spin S in that sector lies higher, so

E(S) > E(S*) for S < S*.

This is the Lieb-Mattis ordering. The lowest level of H has spin S* = |S_A − S_B|. In the sector M = S* its state is unique, so the level is a single multiplet with 2S* + 1 states. The argument does not order the levels below S* among themselves.

Q: Show me a case small enough to check by hand, with a ground spin other than zero.

A: Take one central spin 1/2 on B, coupled with J = 0.10 eV to three outer spins 1/2 on A. Then S_A = 3/2, S_B = 1/2 and S* = 1. With outer spin a, the energy is

E = ½J[S(S+1) − a(a+1) − 3/4].

The lowest level for each spin is

S = 0, a = 1/2: E = −¾J = −0.075 eV,
S = 1, a = 3/2: E = −(5/4)J = −0.125 eV,
S = 2, a = 3/2: E = +¾J = 0.075 eV.

The triplet is lowest. Its M = 1 state shows the signs. Let x be the amplitude with the centre down, and y the amplitude of each of the three states with one outer spin down. The centre-down state has three antiparallel bonds, each with diagonal energy −J/4, and three flips of strength J/2. Its row of the eigenvalue equation is

−(5/4)J x = −¾J x + (3/2)J y,

so y = −x/3. Normalization, x² + 3y² = 1, gives x = 0.866 and y = −0.289. One spin down on A contributes the minus sign, as η requires.

Q: Now break the assumptions. What if the outer spins also repel parallel alignment?

A: Add an antiferromagnetic coupling J′ between each pair of outer spins. It adds

½J′[a(a+1) − 9/4],

which is +¾J′ for a = 3/2 and −¾J′ for a = 1/2. The competing levels are

S = 0: −¾J − ¾J′,
S = 1, a = 3/2: −(5/4)J + ¾J′.

They cross when ½J = (3/2)J′, that is, at J′/J = 1/3. The other triplet level, with a = 1/2, has energy ¼J − ¾J′ and lies above the singlet by J. The quintet lies above the a = 3/2 triplet by 2J. So beyond the crossing the ground spin is 0, not 1. At J′ = 0.05 eV the singlet is at −0.1125 eV and the lowest triplet at −0.0875 eV. The bonds within A now have the wrong sign for the proof, and its conclusion fails.

Q: Yet for J′ < J/3 the conclusion survives, although the assumption is already violated. Is anything general left under weak frustration?

A: On a finite cluster the strict inequalities persist under sufficiently weak frustration, because the lowest energies vary continuously with the couplings, but this does not say how weak. An explicit condition can be proved for half of the ordering when every A site is coupled to every B site, as in the star; a chain or lattice with short-range bonds is not covered by this argument, although its ordering can persist as well. Suppose there is a g > 0 such that Jᵢⱼ ≥ g for all pairs between sublattices and Jᵢⱼ ≤ g for all pairs within one. Subtract a uniform coupling:

H′ = H − g Σ_{i<j} Sᵢ·Sⱼ.

The couplings of H′ have the signs required earlier. Its graph may be disconnected, so add εT_A·T_B with ε > 0. The strict ordering then holds, and as ε → 0 the lowest energies vary continuously. This leaves E′(S+1) ≥ E′(S) for S ≥ S*. The subtracted term depends on the total spin alone:

g Σ_{i<j} Sᵢ·Sⱼ = (g/2)[S(S+1) − Σᵢ sᵢ(sᵢ+1)].

Restoring it gives, for S ≥ S*,

E(S+1) − E(S) ≥ (g/2)[(S+1)(S+2) − S(S+1)] = g(S+1).

The ground spin is then at most S*. Below S* the restored term favours small S, so the second inequality can fail. The frustrated star shows both: with g = 0.10 eV the bound on E(2) − E(1) is 0.20 eV, the levels 0.1125 eV and −0.0875 eV meet it with equality, and the ground spin has dropped to 0.

Q: And connectedness? A disconnected magnet is still bipartite.

A: Take a chain A-B-A of spins 1/2 with unit coupling and add an isolated B spin 1/2. Then S_A = S_B = 1 and S* = 0. The chain alone has a ground level of spin 1/2, which combines with the free spin to S = 0 or S = 1 at no cost. The computed energies are both −1.0000. The singlet is still a ground state, but it is no longer the only one. The proof breaks where a unit would have to reach the isolated site.

Q: What does the theorem tell me about chains? I care about the difference between integer and half-integer spin, and about the Haldane gap.

A: For equal spins s with antiferromagnetic nearest-neighbour bonds, a ring with an even number of sites, or an open chain with an even number, has S_A = S_B and a unique singlet ground state. An open chain with an odd number of sites has S* = s. An odd ring cannot be divided into two sublattices so that every bond joins A to B, so the theorem does not apply.

The singlet has a gap above it at every finite length, but the proof gives no lower bound on that gap as the length grows. It also treats s = 1/2 and s = 1 alike. Whether the gap of an even ring stays finite as the length grows, which is the question of the Haldane gap, must be decided by other means. An open chain is not a safe guide to it, because states localized at the ends can come close to the singlet even when the bulk is gapped.

Q: Real electrons hop and can doubly occupy a site. Does this ordering appear in a calculation that does not start from spins?

A: A ring of six hydrogen atoms is a suitable case. For six spins 1/2 with nearest-neighbour coupling J, diagonalization gives

E(0) = −2.8028 J,
E(1) = −2.1180 J,
E(2) = −0.5000 J,
E(3) = 1.5000 J.

The successive gaps, taken from the unrounded energies, are 0.6847 J, 1.6180 J and 2.0000 J.

The electronic calculation uses full configuration interaction in the STO-6G basis, for a regular hexagon with nearest neighbours 2.5 angstrom apart. It treats correlation fully within one orbital per atom, but leaves out everything a larger basis would add. Its gaps are

E(1) − E(0) = 0.0847 eV,
E(2) − E(1) = 0.2000 eV,
E(3) − E(2) = 0.2474 eV.

The order is S = 0, 1, 2, 3. The last gap fixes J = 0.2474/2 = 0.1237 eV, or 0.00455 hartree. The other two are then predictions:

0.6847 × 0.1237 eV = 0.0847 eV,
1.6180 × 0.1237 eV = 0.2001 eV.

They differ from the electronic gaps by at most 0.08 percent of those gaps. At 3.0 angstrom, J falls to 0.0207 eV and the largest deviation to 0.01 percent.

These digits belong to the minimal basis and are not converged values for hydrogen. Full configuration interaction in the 6-31G basis keeps the order of the levels, but gives J = 0.185 eV at 2.5 angstrom and 0.040 eV at 3.0 angstrom, about 1.5 and 2 times the values above, with largest deviations of 0.7 and 0.02 percent. That basis is not converged either: the singlet-triplet gap of H2 at these distances is 0.124 and 0.021 eV in STO-6G, 0.183 and 0.040 eV in 6-31G, and 0.211 and 0.047 eV in aug-cc-pVTZ.

Q: Agreement of gaps does not test the sign rule. Are the signs there too?

A: Yes, once the fermions are ordered consistently. Write each configuration with one electron per atom as creation operators in site order, using orthogonalized atomic orbitals. The program includes the sign of this reordering and multiplies by η. It tests that the resulting ground-state amplitudes all have one sign, and they do at both distances. With the overall sign chosen positive, the smallest is 0.06.

In the minimal basis these configurations carry 96.1 percent of the ground-state weight at 2.5 angstrom and 99.3 percent at 3.0 angstrom. The rest has doubly occupied and empty atoms, which a spin Hamiltonian does not describe. The weight depends on the basis and on the site orbitals: in 6-31G, with site orbitals localized from the Hartree-Fock orbitals of the S = 3 state, it is about 91 and 98 percent, and the signs still follow η. So the spin theorem is not a proof for H6. It is a proof for the Heisenberg ring, whose level order and signs the electronic calculation reproduces at these two distances, and whose gap ratios it reproduces to within one percent in both bases.

Q: One ring and one star do not test the general claim about unequal spins and irregular couplings.

A: The proof carries the general claim. As an independent check, the program diagonalizes 24 random connected models with spin lengths from 1/2 to 3/2, each with at least one ferromagnetic bond inside a sublattice. In each of their 180 sectors it tests uniqueness, the signs and the total spin, and in each model it tests the energy ordering.

Computed results

```
random models tested: 24
fixed-M sectors tested: 180
reference model: S_A = 2.5, S_B = 1.0
  S = 0.5: E/J = -2.5000
  S = 1.5: E/J = -3.5000
  S = 2.5: E/J = -1.0000
  S = 3.5: E/J = 2.5000
star: J = 0.10 eV, |S_A-S_B| = 1
  S = 0: E = -0.0750 eV
  S = 1: E = -0.1250 eV
  S = 2: E = 0.0750 eV
  M=1 amplitude, center down: 0.8660
  M=1 amplitude, one outer down: -0.2887
  ground spin changes at J'/J = 0.3333
frustrated star: J' = 0.05 eV
  S = 0: E = -0.1125 eV
  S = 1: E = -0.0875 eV
  S = 2: E = 0.1125 eV
disconnected chain A-B-A plus B, unit J:
  E(0)/J = -1.0000, E(1)/J = -1.0000
Heisenberg ring, 6 spins 1/2:
  S = 0: E/J = -2.8028
  S = 1: E/J = -2.1180
  S = 2: E/J = -0.5000
  S = 3: E/J = 1.5000
H6 ring, full CI/STO-6G, spacing 2.5 angstrom:
  E(S=0) = -77.17123 eV
  E(1)-E(0) = 0.08472 eV
  E(2)-E(1) = 0.19999 eV
  E(3)-E(2) = 0.24740 eV
  J from E(3)-E(2) = 0.12370 eV
  J in atomic units = 0.004546 hartree
  predicted E(1)-E(0) = 0.08470 eV
  predicted E(2)-E(1) = 0.20015 eV
  largest gap deviation = 0.08 percent
  singly occupied weight = 0.9611
  smallest signed amplitude = 0.0615
H6 ring, full CI/STO-6G, spacing 3.0 angstrom:
  E(S=0) = -76.94957 eV
  E(1)-E(0) = 0.01416 eV
  E(2)-E(1) = 0.03346 eV
  E(3)-E(2) = 0.04136 eV
  J from E(3)-E(2) = 0.02068 eV
  J in atomic units = 0.000760 hartree
  predicted E(1)-E(0) = 0.01416 eV
  predicted E(2)-E(1) = 0.03346 eV
  largest gap deviation = 0.01 percent
  singly occupied weight = 0.9934
  smallest signed amplitude = 0.0627
```
